# LAPW Matching Coefficients from Continuity and the Unit Wronskian: verification in Python

```python
"""
LAPW matching at a muffin-tin sphere of radius R.
Result under test, in Rydberg units (H = -Laplacian + V):
    a = R^2 (K j' udot - j udot'),   b = R^2 (j u' - K j' u)
make a*u + b*udot join j_l(K r) at r = R in value and slope.
u     regular radial solution at energy E, integral of r^2 u^2 over the sphere = 1
udot  energy derivative of u;  u', udot' are d/dr at R
j, j' spherical Bessel function and its derivative by argument, at K R
t     hbar^2/(2m): 1 in Rydberg units, 1/2 in Hartree units; in general
      the prefactor R^2 becomes t R^2.
udot is found by differences of normalized solutions at nearby energies.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.special import spherical_jn, eval_legendre

BOHR = sc.physical_constants["Bohr radius"][0] * 1e10              # angstrom
RYD = sc.physical_constants["Rydberg constant times hc in eV"][0]  # eV
T_EV = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20                     # eV angstrom^2


def radial(l, energy, radius, potential, t, step):
    """Return r, u, u', udot, udot' and the norm inside r, on a radial grid."""
    energies = energy + step * np.arange(-2, 3)
    r0 = 1e-3 * radius
    corr = (potential(0.0) - energies) / t * r0**2 / (4 * l + 6)
    start = np.concatenate([1 + corr,
                            ((l + 1) + (l + 3) * corr) / r0,
                            np.full(5, r0 / (2 * l + 3))])

    def rhs(r, y):
        p, dp = y[:5], y[5:10]
        factor = l * (l + 1) / r**2 + (potential(r) - energies) / t
        return np.concatenate([dp, factor * p, p * p])

    r = np.linspace(0.05 * radius, radius, 400)
    sol = solve_ivp(rhs, (r0, radius), start, method="DOP853", t_eval=r,
                    rtol=1e-12, atol=1e-12, max_step=radius / 40)
    assert sol.success
    p, dp, norm = sol.y.reshape(3, 5, r.size)
    scale = 1 / np.sqrt(norm[:, -1:])
    u = scale * p / r
    du = scale * (dp / r - p / r**2)
    weights = np.array([1, -8, 0, 8, -1]) / (12 * step)
    return r, u[2], du[2], weights @ u, weights @ du, norm[2] / norm[2, -1]


def edge(solution):
    """u, u', udot, udot' at the sphere boundary."""
    return [f[-1] for f in solution[1:5]]


def bessel(l, wavenumber, radius):
    x = wavenumber * radius
    return spherical_jn(l, x), wavenumber * spherical_jn(l, x, derivative=True)


def formula(l, wavenumber, radius, t, boundary):
    u, du, ud, dud = boundary
    j, kj = bessel(l, wavenumber, radius)
    return np.array([t * radius**2 * (kj * ud - j * dud),
                     t * radius**2 * (j * du - kj * u)])


def direct(l, wavenumber, radius, boundary):
    """Solve the two continuity conditions numerically."""
    u, du, ud, dud = boundary
    return np.linalg.solve([[u, ud], [du, dud]], bessel(l, wavenumber, radius))


def wronskian(radius, boundary):
    u, du, ud, dud = boundary
    return radius**2 * (du * ud - u * dud)


# Round model parameters in eV and angstrom
DEPTH, WIDTH, R_A, E_EV, K_A = 60.0, 0.8, 1.2, 5.0, 2.5


def well_ev(r):
    return -DEPTH * np.exp(-(r / WIDTH)**2)


def well_ry(r):
    return well_ev(r * BOHR) / RYD


def empty(r):
    return 0.0


R_B, E_RY, K_B = R_A / BOHR, E_EV / RYD, K_A * BOHR

# Rydberg units: Wronskian, coefficients, and identity at every radius
LMAX = 12
edges, coeffs = [], []
worst_w = 0.0
for l in range(LMAX + 1):
    sol = radial(l, E_RY, R_B, well_ry, 1.0, 0.01)
    r, u, du, ud, dud, inside = sol
    b_edge = edge(sol)
    worst_w = max(worst_w, abs(wronskian(R_B, b_edge) - 1))
    ab = formula(l, K_B, R_B, 1.0, b_edge)
    assert np.allclose(ab, direct(l, K_B, R_B, b_edge), rtol=1e-6, atol=0)
    assert np.max(np.abs(r**2 * (du * ud - u * dud) - inside)) < 1e-6
    if l <= 3:
        # (H - E) udot = u; tolerance set by the spline derivative
        second = CubicSpline(r, ud + r * dud)(r, 1)
        left = (l * (l + 1) / r**2 + well_ry(r) - E_RY) * r * ud - second
        assert np.max(np.abs(left - r * u)[5:-5]) < 1e-4
    edges.append(b_edge)
    coeffs.append(ab)
assert worst_w < 1e-7

# Rebuild the plane wave and its radial slope on the sphere
mu = np.linspace(-1, 1, 41)
wave = np.exp(1j * K_B * R_B * mu)
slope = 1j * K_B * mu * wave
value_sum = np.zeros(mu.size, complex)
slope_sum = np.zeros(mu.size, complex)
mismatch = {}
for l in range(LMAX + 1):
    u, du, ud, dud = edges[l]
    a, b = coeffs[l]
    angular = (2 * l + 1) * 1j**l * eval_legendre(l, mu)
    value_sum += angular * (a * u + b * ud)
    slope_sum += angular * (a * du + b * dud)
    mismatch[l] = (np.max(np.abs(value_sum - wave)),
                   np.max(np.abs(slope_sum - slope)) / BOHR)
# the remainder is the first omitted partial wave
assert mismatch[LMAX][0] < 1e-6 and mismatch[LMAX][1] < 1e-5

# The same problem solved directly in eV and angstrom
ev_edges, ev_coeffs = [], []
for l in range(4):
    b_edge = edge(radial(l, E_EV, R_A, well_ev, T_EV, 0.1))
    ab = formula(l, K_A, R_A, T_EV, b_edge)
    assert abs(T_EV * wronskian(R_A, b_edge) - 1) < 1e-7
    assert np.allclose(ab, direct(l, K_A, R_A, b_edge), rtol=1e-6, atol=0)
    converted = coeffs[l] * BOHR**1.5 * np.array([1.0, RYD])
    assert np.allclose(ab, converted, rtol=1e-6, atol=1e-8)
    ev_edges.append(b_edge)
    ev_coeffs.append(ab)

# Hartree units: the Wronskian must be 2, so the prefactor is R^2/2
hartree_edge = edge(radial(2, E_RY / 2, R_B, lambda r: well_ry(r) / 2, 0.5, 0.005))
w_hartree = wronskian(R_B, hartree_edge)
assert abs(w_hartree - 2) < 1e-6

# Freedom udot -> udot + c u, and slope jump of a value-only match
u, du, ud, dud = ev_edges[2]
a2, b2 = direct(2, K_A, R_A, ev_edges[2])
shift = 0.3
shifted = direct(2, K_A, R_A, [u, du, ud + shift * u, dud + shift * du])
assert np.allclose(shifted, [a2 - shift * b2, b2], rtol=1e-6, atol=1e-9)
j2, kj2 = bessel(2, K_A, R_A)
jump = kj2 - j2 * du / u
assert abs(jump + b2 / (T_EV * R_A**2 * u)) < 1e-6

# Empty sphere with a node of u at R: the matching stays regular
e_node = T_EV * (np.pi / R_A)**2
node_edge = edge(radial(0, e_node, R_A, empty, T_EV, 0.1))
assert abs(node_edge[0]) < 1e-7
assert abs(T_EV * wronskian(R_A, node_edge) - 1) < 1e-7
node_ab = formula(0, K_A, R_A, T_EV, node_edge)
assert np.allclose(node_ab, direct(0, K_A, R_A, node_edge), rtol=1e-6, atol=1e-9)

# Empty sphere: b/a against the energy offset, and errors inside
E_EMPTY = 10.0
r, u, du, ud, dud, inside = radial(1, E_EMPTY, R_A, empty, T_EV, 0.1)
rows = []
for delta in (0.5, 0.25):
    k = np.sqrt((E_EMPTY + delta) / T_EV)
    a, b = formula(1, k, R_A, T_EV, [u[-1], du[-1], ud[-1], dud[-1]])
    exact = spherical_jn(1, k * r)
    lapw_error = np.max(np.abs(exact - a * u - b * ud))
    apw_error = np.max(np.abs(exact - exact[-1] / u[-1] * u))
    rows.append([delta, b / a, abs(b / a - delta), lapw_error, apw_error])
orders = [np.log2(rows[0][i] / rows[1][i]) for i in (2, 3, 4)]
for found, expected in zip(orders, (3, 2, 1)):
    assert abs(found - expected) < 0.15

# Output
print(f"hbar^2/2m = {T_EV:.6f} eV A^2")
print(f"bohr = {BOHR:.6f} A, rydberg = {RYD:.6f} eV")
print(f"well depth = {DEPTH:.1f} eV, width = {WIDTH:.1f} A")
print(f"R = {R_A:.1f} A, E_l = {E_EV:.1f} eV, K = {K_A:.1f} 1/A, KR = {K_A*R_A:.1f}")
print("l = 2 boundary quantities:")
u, du, ud, dud = ev_edges[2]
print(f"  u      = {u:.6f} A^-3/2")
print(f"  u'     = {du:.6f} A^-5/2")
print(f"  udot   = {ud:.8f} eV^-1 A^-3/2")
print(f"  udot'  = {dud:.8f} eV^-1 A^-5/2")
print(f"  j      = {j2:.6f}")
print(f"  K j'   = {kj2:.6f} 1/A")
print(f"  t R^2 (u' udot - u udot') = {T_EV*wronskian(R_A, ev_edges[2]):.8f}")
print("coefficients (a in A^3/2, b in eV A^3/2):")
for l in range(4):
    print(f"  l = {l}: a = {ev_coeffs[l][0]:.6f}, b = {ev_coeffs[l][1]:.6f}")
print(f"l = 2 converted: a = {coeffs[2][0]:.6f} bohr^3/2")
print(f"                 b = {coeffs[2][1]:.6f} Ry bohr^3/2")
print(f"l = 2 continuity: a u + b udot   = {a2*u + b2*ud:.6f}")
print(f"                  a u' + b udot' = {a2*du + b2*dud:.6f} 1/A")
print(f"l = 2 value-only match: j/u = {j2/u:.6f} A^3/2")
print(f"                 slope jump = {jump:.6f} 1/A")
print(f"largest |Wronskian - 1|, Rydberg units, l = 0..{LMAX}: {worst_w:.1e}")
print(f"Wronskian in Hartree units, l = 2: {w_hartree:.6f}")
print("largest mismatch on the sphere, l summed to lmax:")
for l in (2, 4, 8, 12):
    print(f"  lmax = {l}: value {mismatch[l][0]:.1e}, slope {mismatch[l][1]:.1e} 1/A")
print(f"empty sphere, l = 0, node at R: E = {e_node:.4f} eV")
print(f"  a = {node_ab[0]:.6f} A^3/2, b = {node_ab[1]:.6f} eV A^3/2")
print(f"empty sphere, l = 1, E_l = {E_EMPTY:.1f} eV:")
for delta, ratio, gap, lapw_error, apw_error in rows:
    print(f"  offset = {delta:.2f} eV: b/a = {ratio:.7f} eV")
    print(f"    b/a - offset = {ratio - delta:.2e} eV")
    print(f"    largest error inside: LAPW {lapw_error:.2e}, APW {apw_error:.2e}")
print(f"orders: b/a {orders[0]:.3f}, LAPW {orders[1]:.3f}, APW {orders[2]:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
hbar^2/2m = 3.809982 eV A^2
bohr = 0.529177 A, rydberg = 13.605693 eV
well depth = 60.0 eV, width = 0.8 A
R = 1.2 A, E_l = 5.0 eV, K = 2.5 1/A, KR = 3.0
l = 2 boundary quantities:
  u      = 1.693726 A^-3/2
  u'     = 1.276137 A^-5/2
  udot   = -0.01762949 eV^-1 A^-3/2
  udot'  = -0.12089756 eV^-1 A^-5/2
  j      = 0.298637
  K j'   = 0.117600 1/A
  t R^2 (u' udot - u udot') = 1.00000000
coefficients (a in A^3/2, b in eV A^3/2):
  l = 0: a = 0.155811, b = -5.627246
  l = 1: a = 0.353799, b = -0.209272
  l = 2: a = 0.186709, b = 0.998082
  l = 3: a = 0.075530, b = 0.583998
l = 2 converted: a = 0.485023 bohr^3/2
                 b = 0.190565 Ry bohr^3/2
l = 2 continuity: a u + b udot   = 0.298637
                  a u' + b udot' = 0.117600 1/A
l = 2 value-only match: j/u = 0.176320 A^3/2
                 slope jump = -0.107408 1/A
largest |Wronskian - 1|, Rydberg units, l = 0..12: 2.9e-10
Wronskian in Hartree units, l = 2: 2.000000
largest mismatch on the sphere, l summed to lmax:
  lmax = 2: value 1.0e+00, slope 1.6e+00 1/A
  lmax = 4: value 1.8e-01, slope 6.2e-01 1/A
  lmax = 8: value 4.6e-04, slope 3.2e-03 1/A
  lmax = 12: value 1.7e-07, slope 1.8e-06 1/A
empty sphere, l = 0, node at R: E = 26.1132 eV
  a = 0.313790 A^3/2, b = -0.726883 eV A^3/2
empty sphere, l = 1, E_l = 10.0 eV:
  offset = 0.50 eV: b/a = 0.5000122 eV
    b/a - offset = 1.22e-05 eV
    largest error inside: LAPW 2.62e-05, APW 4.98e-03
  offset = 0.25 eV: b/a = 0.2500015 eV
    b/a - offset = 1.53e-06 eV
    largest error inside: LAPW 6.49e-06, APW 2.47e-03
orders: b/a 3.004, LAPW 2.012, APW 1.011
ALL CHECKS PASSED
```
